Phase error of second-order FDTD along a grid axis

1. What goes wrong

An alternating phase-shift mask for 193 nm lithography has openings etched into fused silica, so that light through an etched opening and light through an unetched one leave with opposite signs. Suppose that the etch depth should give a phase shift of 180.92°, and that a finite-difference time-domain (FDTD) simulation with twenty cells per wavelength in the silica returns 182.47°. Someone who does not know the phase error of the grid will look for the source of the extra 1.55° in the mask, and may correct an etch depth that needed no correction.

The error comes from replacing derivatives by differences. With twenty cells per wavelength and a very small time step, a plane wave travelling along a grid axis gathers about 1.5° of surplus phase in each wavelength. These notes derive that number, its first correction, and the effect of a finite time step, and then apply the result to the mask.

2. The difference equations and their plane waves

Take a uniform, lossless medium with permittivity ε and permeability μ, and a wave along z with field components E (along x) and H (along y). Nothing varies across the direction of travel, so the transverse differences of the three-dimensional scheme vanish. Maxwell's equations become

∂E/∂t = −(1/ε) ∂H/∂z
∂H/∂t = −(1/μ) ∂E/∂z

The wave speed is v = 1/√(εμ). The standard Yee scheme places E at z = jΔ and t = mΔt, and H half a cell and half a time step away. Each derivative is then a central difference:

[E(j, m+1) − E(j, m)]/Δt = −(1/ε) [H(j+½, m+½) − H(j−½, m+½)]/Δ
[H(j+½, m+½) − H(j+½, m−½)]/Δt = −(1/μ) [E(j+1, m) − E(j, m)]/Δ

Insert a wave with real frequency ω and numerical wavenumber q:

E = A exp[i(qz − ωt)],  H = B exp[i(qz − ωt)]

A central difference in space multiplies the wave, taken at the midpoint, by

[exp(iqΔ/2) − exp(−iqΔ/2)]/Δ = (2i/Δ) sin(qΔ/2)

where the true derivative would give iq. A central difference in time gives, in the same way, −(2i/Δt) sin(ωΔt/2) in place of −iω. After the common factor −2i is cancelled, the two equations read

A sin(ωΔt/2)/Δt = (B/ε) sin(qΔ/2)/Δ
B sin(ωΔt/2)/Δt = (A/μ) sin(qΔ/2)/Δ

Multiply them, divide by AB, and use 1/(εμ) = v²:

sin²(ωΔt/2)/Δt² = v² sin²(qΔ/2)/Δ²

For a forward wave both sines are positive. With the Courant number S = vΔt/Δ, the square root is

sin(ωΔt/2) = S sin(qΔ/2)

Let λ be the true wavelength in the medium, k = 2π/λ the true wavenumber, and N = λ/Δ the number of cells per wavelength. The small parameter is

a = kΔ/2 = π/N

Since ω = vk, we have ωΔt/2 = vkΔt/2 = Sa. With y = qΔ/2 the dispersion relation becomes

sin y = sin(Sa)/S      (1)

The source fixes ω, hence a, and the grid answers with y. The ratio of numerical to true wavenumber is q/k = y/a. Over one true wavelength the numerical phase is 360° y/a instead of 360°, so the error per wavelength is

δ = 360° (y/a − 1)      (2)

A positive δ is a lag: with the phase written as qz − ωt, a larger q means that a given crest reaches a given point later.

3. The limit of a very small time step

As S → 0 at fixed a, sin(Sa)/S → a, and equation (1) becomes

sin y = a

so that

δ = 360° [arcsin(a)/a − 1],  a = π/N      (3)

The sign can be read off before any expansion. For 0 < y < π/2 the sine is smaller than its argument, so y must exceed a. In physical terms, the central difference underestimates the slope of a sinusoid. The wave must be shorter on the grid than in the medium for its differences to balance the given rate of change in time.

For the asymptotic form, write y as a series in odd powers of a, since changing the sign of a changes the sign of y:

y = a + c₃a³ + c₅a⁵ + …

Then y³ = a³ + 3c₃a⁵ + … and y⁵ = a⁵ + …. Substitution into sin y = y − y³/6 + y⁵/120 − … = a gives, order by order,

a³:  c₃ − 1/6 = 0,  so c₃ = 1/6
a⁵:  c₅ − 3c₃/6 + 1/120 = 0,  so c₅ = 1/12 − 1/120 = 3/40

Dividing y by a and using equation (2),

δ = 60° a² + 27° a⁴ + O(a⁶)      (4)

because 360/6 = 60 and 360·3/40 = 27. The first term is the estimate and the second is its first correction.

For N = 20, a = π/20 = 0.15708, and the terms are

60° a² = 1.4804°
27° a⁴ = 0.0164°

Their sum is 1.4968°, while the closed form (3) gives 1.4971°. The estimate of 1.5° per wavelength therefore holds, and the leading term alone is low by about 1.1 percent of the error. The wavenumber is too large by 0.416 percent and the phase speed too small by 0.414 percent. The two differ slightly because the speed is ω/q, and the reciprocal of 1 + s is 1 − s + s² − ….

The ratio of the correction to the leading term is 27a²/60 = 0.45a². At N = 10 this is 4.4 percent, so the leading term is still a fair estimate there. The two-term estimate becomes poor as a approaches 1, that is, as N approaches π: at a = 1 it gives 87°, while the closed form (3) gives 205°. For a > 1 the equation sin y = a has no real solution, and in this limit of small time step the grid carries no travelling wave along an axis at that frequency.

4. How small the time step must be

For finite S, call the right side of equation (1) u and expand it:

u = sin(Sa)/S = a − S²a³/6 + S⁴a⁵/120 − …

The series found above, now with u in place of a, gives y = u + u³/6 + 3u⁵/40 + …. To the order needed,

u³ = a³ − 3a²·S²a³/6 + … = a³ − S²a⁵/2 + …
u⁵ = a⁵ + …

Collecting powers of a:

a³:  −S²/6 + 1/6 = (1 − S²)/6
a⁵:  S⁴/120 − S²/12 + 3/40 = (S⁴ − 10S² + 9)/120 = (1 − S²)(9 − S²)/120

Hence

δ = 60°(1 − S²)a² + 3°(1 − S²)(9 − S²)a⁴ + O(a⁶)      (5)

The time difference works against the space difference. It underestimates the rate of change in time just as the space difference underestimates the slope, and the two faults partly cancel. At leading order a finite time step lowers the lag by the fraction S². "Very small" therefore means S² ≪ 1. Equation (1) gives, at N = 20,

S = 0.1:  δ = 1.482°
S = 0.5:  δ = 1.122°
S = 1:  δ = 0

The last value needs no expansion: at S = 1 equation (1) reads sin y = sin a, and y = a. Thus a smaller time step at fixed cell size makes the phase worse, up to the limit of 1.497°. Refining time alone removes the compensating error and leaves the spatial one.

These values can also be seen in the fields themselves. I take a line of 700 cells, drive one end with a sine wave that is switched on smoothly over ten periods, and step the difference equations for 28 periods. The phase at each observation point follows from a Fourier sum over the last four periods, before any reflection from the far end returns. The lag is measured from a point two wavelengths from the source:

N = 20, S = 0.05:  1.493° after one wavelength, 7.467° after five
N = 20, S = 0.5:  1.122° after one, 5.612° after five
N = 10, S = 0.05:  6.186° after one, 30.929° after five

The lag grows in proportion to distance, as it must for a wave with a single, slightly wrong wavenumber. Halving N at fixed S = 0.05 multiplies the lag by 4.14 rather than 4. The first correction accounts for most of the difference: it gives 4(1 + 0.45·0.0987)/(1 + 0.45·0.0247) = 4.13, where 0.0987 and 0.0247 are the values of a² at N = 10 and N = 20.

5. Why S = 1 is not available in three dimensions

For a plane wave in any direction on a cubic grid, each space derivative becomes iKᵢ and the time derivative becomes −iΩ, with

Kᵢ = (2/Δ) sin(qᵢΔ/2),  Ω = (2/Δt) sin(ωΔt/2)

The staggered positions make every difference central, so no further phase factors appear. Maxwell's curl equations are then

K × E = μΩH,  K × H = −εΩE

The scalar product of the second equation with K gives K·E = 0 when Ω ≠ 0. Taking K × of the first equation, and then using the second,

K × (K × E) = −εμΩ²E

The left side is K(K·E) − K²E = −K²E. Therefore Ω² = v²K², or

sin²(ωΔt/2) = S² [sin²(q₁Δ/2) + sin²(q₂Δ/2) + sin²(q₃Δ/2)]      (6)

With only one nonzero qᵢ this is the relation of section 2, which confirms that propagation along an axis is a one-dimensional problem. The bracket can reach 3. If S² times the bracket exceeds 1, ω is complex and one of the solutions grows in time. Stability for all waves on the grid thus requires S to stay below the limit 1/√3 = 0.577, at which the shortest wave can already grow in proportion to time. At that limit the lag along an axis for N = 20 is 0.998° per wavelength: two thirds of the small-step value, since 1 − S² = 2/3, but not zero.

6. Choosing the number of cells

Over L wavelengths the lag is Lδ. To find the N that keeps δ below a chosen value in the small-step limit, invert equation (4). Its leading term gives a² = δ/60°. Putting this value into the correction,

a² ≈ (δ/60°)(1 − 0.45 δ/60°)

and since N = π/a,

N ≈ π √(60°/δ) (1 + 0.225 δ/60°)

For δ = 0.5° the leading factor is π√120 = 34.41, and the correction raises it to 34.48, which is also the numerical root of equation (3). In practice one takes 35 cells. The gain is not cheap: for a fixed volume, a fixed duration and a fixed S, the number of cells grows as N³ and the number of time steps as N, so the work grows by (34.5/20)⁴, about nine times.

7. The phase-shift mask

N must be counted in the medium where the wave travels. This matters for the mask, because its phase shift is a difference between a path in silica and a path in air.

Take a vacuum wavelength λ₀ = 193 nm and a silica index n = 1.56. The wavelength in silica is 193/1.56 = 123.72 nm, and twenty cells per wavelength make Δ = 6.186 nm. In air, with its index set to 1, the same cells number 31.2 per wavelength. An exact 180° shift needs a depth λ₀/[2(n − 1)] = 172.32 nm. The nearest whole number of cells is 28, so d = 173.21 nm, and the true shift is

360° (n − 1)d/λ₀ = 180.92°

Treat each opening as a wide column at normal incidence. Over the depth d, light in the unetched column crosses silica where light in the etched column crosses air. Each column also contains one silica-air interface. In the two columns these interfaces differ by a displacement of 28 whole cells, so the difference equations near them are the same and the transmission phase cancels in the comparison. What remains is propagation, in the limit of a small time step:

silica:  d = 1.4000 wavelengths, lag 1.4000 × 1.4971° = 2.096°
air:  d = 0.8974 wavelengths, lag 0.8974 × 0.6111° = 0.548°
error of the phase shift:  2.096° − 0.548° = 1.548°

The grid therefore gives 180.92° + 1.55° = 182.47°. Of the 2.47° by which this exceeds 180°, 0.92° is a true consequence of rounding the depth to whole cells, and 1.55° is numerical. A lag common to both columns would not affect the intensity of the image; the difference between them does.

Stepping the fields through both columns gives the same result. The interface lies 300 cells from the source in one run and 328 in the other, the field is recorded at cell 360, and the time step is 1/400 of an optical period, or 1.6 as. The phase difference over the last four of 34 periods is 182.47°.

The dependence on index follows from equation (4). In a medium of index n, a = πnΔ/λ₀, and the depth holds nd/λ₀ wavelengths. The leading lag over the depth is therefore 60°(πΔ/λ₀)² n³d/λ₀. Subtracting the same expression with n = 1,

error of shift ≈ 60° (πΔ/λ₀)² (d/λ₀)(n³ − 1)

At the depth for exactly 180°, d/λ₀ = 1/[2(n − 1)], and n³ − 1 = (n − 1)(n² + n + 1), so

error of shift ≈ 30° (πΔ/λ₀)² (n² + n + 1)      (7)

With πΔ/λ₀ = π/31.2 = 0.1007 this is 1.52°. The factor n − 1 has cancelled: a weaker index contrast reduces the error per unit depth but requires a deeper etch. If the twenty cells were counted in vacuum instead, the lag per wavelength in silica would rise by n² = 2.43 at leading order, from 1.48° to 3.6°.

A finite time step helps the mask less than it helps a single wave. By equation (5) it removes 60°S²a² = 60°(ωΔt/2)² per wavelength, which is the same in both media because ω and Δt are the same. In the phase shift, only the difference of 1.4000 − 0.8974 = 0.5026 wavelengths counts. At the three-dimensional stability limit, which is set by the faster wave in air, ωΔt/2 = 0.577·π/31.2 = 0.0581, and the reduction is 60° × 0.0581² × 0.5026 = 0.10°. Equation (1), solved in both media, leaves an error of 1.44°.

8. Beside a real mask

The index is a rough value for fused silica near 193 nm, and the depth follows from it. An index change of 0.01, chosen only for scale, changes the true shift by 3.2°, twice the numerical error. Misplacing the etch floor by half a cell also changes it by 3.2°; the two agree because 0.01 × 28 cells happens to equal 0.56 × ½ cell. The interface reflects 4.8 percent of the power at normal incidence. This cancels between the columns here, but would not do so if the reflected light met another structure and returned differently in each.

The assumption that a real mask breaks most plainly is that of wide columns at normal incidence. Its openings are comparable with the wavelength and diffract light within the etched depth. For a sense of scale, take a pattern repeat of 168 cells, or 1039 nm, a rough value for a mask imaged at fourfold reduction. Diffraction order m has transverse wavenumber κ = 2πm/(1039 nm), and in a medium of index n its wavenumber along the depth is

k_z = √[(2πn/λ₀)² − κ²]

Evaluating k_z d in silica minus k_z d in air, with each medium taken as a laterally uniform layer, shows that the true shift rises by about 2° for the first order and by about 22° for the third. It rises because the same κ takes more from k_z in air, where the total wavenumber is smaller.

The grid error for these orders follows from equation (6) at small S, with κ held fixed by the pattern. Expanding each sine as sin²(qΔ/2) = q²Δ²/4 − q⁴Δ⁴/48 + … gives

q_z² + κ² − (Δ²/12)(q_z⁴ + κ⁴) ≈ k_z² + κ²

To leading order, then, q_z − k_z ≈ Δ²(k_z⁴ + κ⁴)/(24k_z). On the axis κ = 0, and this returns q/k − 1 = k²Δ²/24 = a²/6, as before. The full relation gives errors of the phase shift of 1.5° for the first order and 1.4° for the third, so in laterally uniform layers the axial estimate remains useful for these two orders. It fails for steeper ones: for the fifth order the same relation gives only 0.3°. At normal incidence the third order leaves the mask at sin θ = 3 × 193/1039 = 0.56, outside the 0.34 accepted by a lens of numerical aperture 1.35 at fourfold reduction, so it does not reach the image directly.

The changes of about 2° and 22° are physical in origin, but they belong to uniform layers. In a patterned mask the change depends strongly on the width of the openings and on the polarization, neither of which this model contains. For openings about one wavelength wide it can exceed ten times the 2° found here for the first order when the electric field lies along the lines, and it can have the opposite sign when the magnetic field does. A full simulation of the mask includes such effects of diffraction, together with scattering from the sidewalls, which is not computed here. The 1.5° belongs to the grid and is the value for wide columns; in narrow openings bordered by absorber the grid error at the same cell size can be larger, roughly 1.6° to 2.5° for widths from 400 down to 150 nm, depending on polarization. It can be reduced by using more cells per wavelength in the silica, or estimated from equation (7) when the columns are wide, the etch is close to 180°, the time step is small, and the silica has at least about ten cells per wavelength.
